Pair correlations and the best eight-atom equiatomic fcc quasirandom structure

**Problem**

The sites of an ideal fcc lattice with cubic constant a are occupied by equal numbers of atoms A (σ = +1) and B (σ = −1). The pair correlation of shell s is

Π_s = ⟨σ(r) σ(r+R)⟩,

averaged over all sites r and over the Z_s vectors R of that shell. The first four shells have R²/a² = 1/2, 1, 3/2, 2 and Z = 12, 6, 24, 12.

(a) Find Π_1 to Π_4 for four ordered structures: L1_0 (planes ABAB… along [001]), L1_1 (ABAB… along [111]), phase 40 (AABB… along [210]) and the A2B2 superlattice (AABB… along [001]).

(b) Among all periodic equiatomic structures with at most eight atoms in the primitive cell, find the one that best imitates the random alloy.

**A tempting solution of part (b)**

In an infinite random alloy the occupations of different sites are independent. With a fraction x of A atoms, ⟨σ⟩ = x − (1−x) = 2x − 1, so every shell has

Π_s = ⟨σ⟩² = (2x−1)² = 0 at x = 1/2.

Half of all neighbours are therefore unlike. Now consider L1_1. An atom has six nearest neighbours in its own (111) plane, all like it, and three in each adjacent plane, all unlike it. Hence

Π_1 = (6 − 6)/12 = 0.

This is the random value. No larger cell can improve on zero, so the search may stop at two atoms, and L1_1 is the quasirandom structure.

**Where it fails**

The value Π_1 = 0 is correct. The fault is the step from one shell to "random". The six second neighbours of an atom in L1_1, at distance a along the cube axes, all lie in adjacent (111) planes. They are all unlike, so Π_2 = −1, as far from zero as a correlation can be.

The consequence shows in a pair-interaction model with energy per site

E = (1/2) Σ_s Z_s J_s Π_s,

where J_s is the coupling in shell s and the factor 1/2 prevents double counting. The random alloy has E = 0. If J_1 is the only coupling, L1_1 reproduces this. A second-neighbour coupling adds (1/2)·6·J_2·(−1) = −3J_2, which the random alloy does not have.

"Best" thus needs a criterion covering several shells. I use this one: make |Π_1| as small as possible; among ties make |Π_2| smallest, then |Π_3|, then |Π_4|. It suits couplings for which Z_s|J_s| falls so steeply from one shell to the next that even the smallest difference in |Π_s| between two candidates outweighs all later shells in the energy. As a second opinion I use the weighted sum over four shells

D = Σ_s Z_s Π_s².

**Part (a): reduction to one dimension**

In each structure σ is constant on parallel planes. Measure r in units of a and choose an integer vector G for which the integer m = G·r numbers consecutive planes. With a stacking f(m) of period n, a step R changes m by d = G·R. Each value of m mod n occurs on the same fraction of sites, so

Π(R) = c(d), c(d) = (1/n) Σ_m f(m) f(m+d), m = 0, …, n−1.

For AB, c = +1 for even d and −1 for odd d. For AABB, c = +1 if d is a multiple of 4, c = −1 if d is even but not a multiple of 4, and c = 0 for odd d. For example, d = 1 gives the products +1, −1, +1, −1. It remains to count the values of d in each shell.

L1_0 has G = (0,0,2), so d = 2z for R = (x,y,z).

- Shell 1: 4 vectors have z = 0 and 8 have z = ±1/2, so Π_1 = (4−8)/12 = −1/3.
- Shells 2 and 4: z is 0 or ±1, d is even, and Π_2 = Π_4 = 1.
- Shell 3: 8 vectors have z = ±1 and 16 have z = ±1/2, so Π_3 = (8−16)/24 = −1/3.

L1_1 has G = (1,1,1), so d = x+y+z.

- Shell 1: 6 even and 6 odd values, Π_1 = 0.
- Shell 2: d = ±1 throughout, Π_2 = −1.
- Shell 3: 12 even and 12 odd values, Π_3 = 0.
- Shell 4: d is 0 or ±2, Π_4 = 1.

Phase 40 has G = (4,2,0), so d = 4x+2y.

- Shell 1: the 4 vectors (±1/2,0,±1/2) have d = ±2 and give −1. The other 8 have odd d and give 0. Π_1 = −4/12 = −1/3.
- Shell 2: the x, y and z axes have d = ±4, ±2 and 0. Π_2 = (2−2+2)/6 = 1/3.
- Shell 3: the 8 vectors (±1/2,±1,±1/2) have d = 0 or ±4 and give +1. The other 16 have odd d. Π_3 = 8/24 = 1/3.
- Shell 4: (±1,±1,0) and (0,±1,±1) give −1, (±1,0,±1) gives +1. Π_4 = (−4−4+4)/12 = −1/3.

The A2B2 (001) superlattice has G = (0,0,2) and d = 2z. Vectors with z = 0, ±1/2, ±1 contribute +1, 0, −1.

- Π_1 = 4/12 = 1/3
- Π_2 = (4−2)/6 = 1/3
- Π_3 = −8/24 = −1/3
- Π_4 = (4−8)/12 = −1/3

Positive Π_1 means an excess of like neighbours. The unlike fraction is (1−Π_1)/2: 2/3 in L1_0 and phase 40, 1/2 in L1_1, and 1/3 in the (001) superlattice.

**Part (b): listing every candidate**

Write lattice sites as integer triples in a primitive fcc basis. A cell with n atoms corresponds to a sublattice of index n. Each such sublattice has one basis of the form

(p, b, c), (0, q, e), (0, 0, s),

with pqs = n, 0 ≤ b < q, 0 ≤ c < s, 0 ≤ e < s.

To see this, let s be the smallest positive third component of sublattice vectors whose first two components vanish, q the smallest positive second component of those whose first vanishes, and p the smallest positive first component of all. Adding multiples of the third vector to the second brings e into its range. Adding multiples of the second vector to the first fixes b, and then multiples of the third fix c. Each remainder is unique, so no sublattice is missed or repeated.

For given p, q, s there are q choices of b and s choices each of c and e, hence qs² cells. Summing over all factorisations gives 7, 35, 91 and 155 cells for n = 2, 4, 6, 8. Odd n cannot be equiatomic.

Each cell is filled with n/2 A atoms in all possible ways. Structures related by a translation, one of the 48 cubic operations or the exchange of A and B are merged, because none of these changes any Π_s. Structures that already have a smaller cell are dropped. This leaves 2, 5, 20 and 81 distinct structures, whose correlations were computed as exact fractions. By the shell-by-shell criterion, the best (Π_1, Π_2, Π_3, Π_4) for each size are

n = 2: (0, −1, 0, 1)
n = 4: (0, −1/3, 0, −1/3)
n = 6: (0, 1/9, −1/3, 1/9)
n = 8: (0, 0, 1/24, −1/12)

L1_1 is indeed the best two-atom choice, but larger cells do improve on it. The two criteria need not agree. The six-atom entry beats the four-atom one in shell 2, yet its D is 6/81 + 24/9 + 12/81 = 26/9, against 6/9 + 12/9 = 2.

**The winner, recomputed by hand**

One structure attains the eight-atom values. It is a stacking along [311], with G = (3,1,1) and the sequence

AAABBABB, or f = +, +, +, −, −, +, −, −.

Multiplying f by its shifted copies gives

d = 1: (+1+1−1+1−1−1+1−1)/8 = 0
d = 2: (+1−1−1−1+1−1−1−1)/8 = −1/2
d = 3: (−1−1+1+1+1+1−1−1)/8 = 0
d = 4: (−1+1−1+1−1+1−1+1)/8 = 0

Also c(0) = 1, and c(8−d) = c(d). Only vectors with d = 0 or ±2 (mod 8) contribute. With d = 3x+y+z their numbers are

shell 1: 2 and 4, Π_1 = (2 − 4/2)/12 = 0
shell 2: 0 and 0, Π_2 = 0
shell 3: 4 and 6, Π_3 = (4 − 6/2)/24 = 1/24
shell 4: 2 and 6, Π_4 = (2 − 6/2)/12 = −1/12

The weighted sum is D = 24/24² + 12/12² = 1/24 + 1/12 = 1/8. This is the least D in the whole list, and no other structure shares it, so both criteria select the same structure. L1_1 has D = 6 + 12 = 18.

In the pair model restricted to four shells, the remaining energy error relative to the random alloy is

E = (1/2)(24J_3/24 − 12J_4/12) = (J_3 − J_4)/2 per site.

In units of a, one choice of cell vectors is

(0, −1/2, 1/2), (−1/2, 1, 1/2), (2, 1, 1),

with atoms at

A: (0,0,0), (1/2,0,−1/2), (1/2,1/2,0), (−1,0,0)
B: (0,−1/2,−1/2), (−1/2,0,−1/2), (1,0,0), (−1,−1/2,−1/2)

The numerical check confirms the correlations by counting neighbours by distance in this cell.

**What is still not random**

The zeros are shell averages. In shell 1, two vectors lie within a (311) plane and have Π(R) = +1, while four have Π(R) = −1/2. They cancel in the sum, but a property that distinguishes bond directions can detect them.

Some correlation must survive in any finite cell. Let t run over the N translation classes of an equiatomic N-atom cell. Then

Σ_t Π(t) = (1/N)(Σ_i σ_i)² = 0.

Since Π(0) = 1, the other N−1 classes have mean −1/(N−1), which is −1/7 here. Beyond the fitted shells, Π_5 = 1/12 and Π_6 = 0, but Π_7 = −1/8 and Π_8 = −1/2 (all six vectors of shell 8 have d = ±2 or ±6). The choice therefore depends on where the shells are cut off. The winner keeps the least D if the sum runs over five or six shells, but over seven shells it has D = 25/24 while another candidate reaches 17/24.

Matching pairs does not match triplets either. Every nearest-neighbour triangle is a face of a nearest-neighbour tetrahedron. In the winner the corners of such a tetrahedron lie in planes m, m+1, m+2, m+2, or in the mirrored order. Two of its faces have corners in m, m+1, m+2. In each of the other two, the two corners in plane m+2 multiply to +1 and leave a single f, which averages to zero. The triple products f(m)f(m+1)f(m+2) are +, −, +, +, +, +, +, −, with mean 4/8 = 1/2. The triangle correlation is therefore

(2·(1/2) + 0 + 0)/4 = 1/4,

whereas the random alloy has (2x−1)³ = 0. Exchanging A and B changes the sign to −1/4. If three-body interactions matter, triplets belong in the criterion and the choice can change. The four-atom stacking AABB along [311] has (Π_1, …, Π_4) = (−1/6, 0, 0, 0) and D = 1/3. Its triangle correlation is zero, because a shift by two planes exchanges A and B. If w times the squared triangle correlation is added to D, this stacking overtakes the winner once 1/8 + w/16 exceeds 1/3. Relaxation of atoms off the ideal sites is also outside the four-shell model. If the forces that drive it are linear in σ and the response is harmonic, the relaxation energy is quadratic in σ, so it is still a sum over pairs, but it need not stop at the fourth shell. If the forces contain products of σ, clusters larger than pairs can enter as well.

Table of computed values

```
Shell multiplicities Z_1..Z_6: [12, 6, 24, 12, 24, 8]
L1_0: G = (0, 0, 2) (2pi/a), stacking AB, c(d=0..1) = (1, -1)
  counts of d in shells 1-4: [[4, 8], [6, 0], [8, 16], [12, 0]]
  Pi_1..Pi_4 = (-1/3, 1, -1/3, 1); unlike nearest neighbours 2/3
L1_1: G = (1, 1, 1) (2pi/a), stacking AB, c(d=0..1) = (1, -1)
  counts of d in shells 1-4: [[6, 6], [0, 6], [12, 12], [12, 0]]
  Pi_1..Pi_4 = (0, -1, 0, 1); unlike nearest neighbours 1/2
phase 40: G = (4, 2, 0) (2pi/a), stacking AABB, c(d=0..2) = (1, 0, -1)
  counts of d in shells 1-4: [[0, 8, 4], [4, 0, 2], [8, 16, 0], [4, 0, 8]]
  Pi_1..Pi_4 = (-1/3, 1/3, 1/3, -1/3); unlike nearest neighbours 2/3
A2B2 (001): G = (0, 0, 2) (2pi/a), stacking AABB, c(d=0..2) = (1, 0, -1)
  counts of d in shells 1-4: [[4, 8, 0], [4, 0, 2], [0, 16, 8], [4, 0, 8]]
  Pi_1..Pi_4 = (1/3, 1/3, -1/3, -1/3); unlike nearest neighbours 1/3
n = 2: 7 cells, 14 patterns, 2 distinct structures; best Pi_1..4 = (0, -1, 0, 1)
n = 4: 35 cells, 126 patterns, 5 distinct structures; best Pi_1..4 = (0, -1/3, 0, -1/3)
n = 6: 91 cells, 1652 patterns, 20 distinct structures; best Pi_1..4 = (0, 1/9, -1/3, 1/9)
n = 8: 155 cells, 9702 patterns, 81 distinct structures; best Pi_1..4 = (0, 0, 1/24, -1/12)
Distinct structures sharing the best |Pi_1..4|: 1
  n = 8, Pi_1..6 = (0, 0, 1/24, -1/12, 1/12, 0), stacking ((3, 1, 1), 'AAABBABB')
Of these, equal to the first through shell 6: 1
Winner: G = (3, 1, 1) (2pi/a), stacking AAABBABB, c(d=0..4) = (1, 0, -1/2, 0, 0)
  shell 1: counts of d = [2, 6, 4, 0, 0], Pi = 0
  shell 2: counts of d = [0, 4, 0, 2, 0], Pi = 0
  shell 3: counts of d = [4, 4, 6, 8, 2], Pi = 1/24
  shell 4: counts of d = [2, 0, 6, 0, 4], Pi = -1/12
  cell vector 1 (a): [0.0, -0.5, 0.5]
  cell vector 2 (a): [-0.5, 1.0, 0.5]
  cell vector 3 (a): [2.0, 1.0, 1.0]
  atom A at (a): [0.0, 0.0, 0.0]
  atom B at (a): [0.0, -0.5, -0.5]
  atom A at (a): [0.5, 0.0, -0.5]
  atom B at (a): [-0.5, 0.0, -0.5]
  atom A at (a): [0.5, 0.5, 0.0]
  atom B at (a): [1.0, 0.0, 0.0]
  atom A at (a): [-1.0, 0.0, 0.0]
  atom B at (a): [-1.0, -0.5, -0.5]
Winner: mean Pi over the 7 nonzero translation classes = -0.142857
Winner: nearest-neighbour triangle correlation = 0.250000
Winner: D = 1/8; least D of all structures = 1/8
Structures with least D: 1; first has n = 8, Pi_1..4 = (0, 0, 1/24, -1/12)
```
